# Why the electron density of a $p_{1/2}$ state is spherical, part 1

(Sections cited here and not found follow in the second part.)

**Question: why is a $p_{1/2}$ electron said to be spherical when it has $l=1$?**

An X-ray photon removes one electron from the 2p shell of a heavy atom such as osmium. There are two 2p absorption edges, because spin-orbit coupling splits the shell into $2p_{1/2}$ and $2p_{3/2}$. I wanted to picture the hole left behind at the $2p_{1/2}$ edge, and I drew the usual dumbbell, since a p orbital has $l=1$ and $|Y_{10}|^2\propto\cos^2\theta$. I was told that this is wrong, that a $p_{1/2}$ electron has a spherical density just like $s_{1/2}$, and that $p_{3/2}$ and $d_{3/2}$ also have the same shape as each other. How can a state built only from $l=1$ harmonics be spherical? Is it an average over $m$, or a relativistic effect? And when is the dumbbell the right picture?

**Answer**

What you were told is right, provided "density" means the probability density summed over both spin components, "shape" means its angular dependence, and $p_{3/2}$ and $d_{3/2}$ are compared at the same $m$. It holds for a single state, with no average over $m$, and it needs no relativistic wave equation. The dumbbell belongs to the state $m_l=0$, and $m_l$ is not conserved once spin-orbit coupling is present.

### Conventions

I use Hartree atomic units ($\hbar=m_e=e=4\pi\epsilon_0=1$), $\mathbf n=\mathbf r/r=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$, and spherical harmonics with the Condon-Shortley phase, so that $Y_{l,-\mu}=(-1)^\mu Y_{l\mu}^*$ and
$$Y_{00}=\frac1{\sqrt{4\pi}},\qquad Y_{10}=\sqrt{\frac{3}{4\pi}}\cos\theta,\qquad Y_{1,\pm1}=\mp\sqrt{\frac{3}{8\pi}}\sin\theta\,e^{\pm i\phi}.$$
One electron moves in a central potential with a spin-orbit term $\xi(r)\,\mathbf L\cdot\mathbf S$, where $\mathbf S=\boldsymbol\sigma/2$. The states are two-component functions $\psi=R(r)\,\Omega(\mathbf n)$. The probability of finding the electron at $\mathbf r$ with either spin is $\psi^\dagger\psi=R^2W$, with the angular density
$$W(\mathbf n)=\Omega^\dagger\Omega=|\Omega_\uparrow|^2+|\Omega_\downarrow|^2 .$$
There is no cross term between the upper and lower components, because the spin states are orthogonal.

One identity is used repeatedly. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, for operators $\mathbf A,\mathbf B$ that commute with $\boldsymbol\sigma$ and are kept in their order,
$$(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B).\tag{1}$$

### The spinor harmonics

The angular functions must be eigenfunctions of $\boldsymbol\sigma\cdot\mathbf L=2\,\mathbf L\cdot\mathbf S$. With $L_\pm=L_x\pm iL_y$, the explicit Pauli matrices give
$$\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.$$
The off-diagonal elements change $m_l$ by one unit while flipping the spin, so $L_z$ is not conserved but $J_z=L_z+\sigma_z/2$ is. For given $l$ and $J_z=m$ the most general function is $(a\,Y_{l,m-1/2},\;b\,Y_{l,m+1/2})$. Define
$$p=l+m+\tfrac12,\qquad q=l-m+\tfrac12,\qquad p+q=2l+1 .$$
The ladder relation $L_\pm Y_{l\mu}=\sqrt{(l\mp\mu)(l\pm\mu+1)}\,Y_{l,\mu\pm1}$ gives $L_-Y_{l,m+1/2}=\sqrt{pq}\,Y_{l,m-1/2}$ and $L_+Y_{l,m-1/2}=\sqrt{pq}\,Y_{l,m+1/2}$. The diagonal elements are $m-\frac12=l-q$ and $-(m+\frac12)=l-p$. Acting on the column $(a,b)$, the operator is therefore the matrix
$$M=\begin{pmatrix}l-q&\sqrt{pq}\\ \sqrt{pq}&l-p\end{pmatrix}=l\,\mathbb 1-vv^T,\qquad v=\begin{pmatrix}-\sqrt q\\ \sqrt p\end{pmatrix}.\tag{2}$$
The vector $(\sqrt p,\sqrt q)$ is orthogonal to $v$, so it has eigenvalue $l$. The vector $v$ itself has eigenvalue $l-v^Tv=l-(2l+1)=-(l+1)$.

To find $j$, expand $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+\frac34$. The eigenvalue $l$ gives $l^2+2l+\frac34=(l+\frac12)(l+\frac32)$, so $j=l+\frac12$. The eigenvalue $-(l+1)$ gives $l^2-\frac14=(l-\frac12)(l+\frac12)$, so $j=l-\frac12$.

Both cases are labelled by the eigenvalue $\kappa$ of $K=-(\boldsymbol\sigma\cdot\mathbf L+1)$: $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. In both cases $j=|\kappa|-\frac12$. Thus $s_{1/2}$, $p_{1/2}$, $p_{3/2}$, $d_{3/2}$ have $\kappa=-1,+1,-2,+2$. Dividing the eigenvectors by $\sqrt{2l+1}$ to normalize them,
$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt p\;Y_{l,m-1/2}\\ \sqrt q\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa<0),\tag{3a}$$
$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt q\;Y_{l,m-1/2}\\ \sqrt p\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa>0).\tag{3b}$$
The overall signs are a convention and agree with the usual Clebsch-Gordan coefficients $\langle l\,m_l\,\frac12\,m_s|j\,m\rangle$. For $|m|=l+\frac12$ one of $p,q$ is zero, one of the two harmonics does not exist, and only (3a) survives.

### The $p_{1/2}$ state written out

Take $\kappa=1$, $l=1$, $m=\frac12$, so $p=2$ and $q=1$. Equation (3b) gives
$$\Omega_{1,1/2}=\begin{pmatrix}-\sqrt{1/3}\;Y_{10}\\ \sqrt{2/3}\;Y_{11}\end{pmatrix}=-\frac{1}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix},\tag{4}$$
because $\sqrt{\frac13\cdot\frac3{4\pi}}=\frac1{\sqrt{4\pi}}$ and $\sqrt{\frac23\cdot\frac3{8\pi}}=\frac1{\sqrt{4\pi}}$, and the minus sign in the lower component comes from $Y_{11}$. The density is
$$W=\tfrac13|Y_{10}|^2+\tfrac23|Y_{11}|^2=\frac{\cos^2\theta+\sin^2\theta}{4\pi}=\frac1{4\pi}.$$
The dumbbell is present, but only as the spin-up part, with weight $1/3$. The spin-down part, with weight $2/3$, is a ring around the equator that fills exactly the region where the dumbbell is empty. The state has no nodal plane, because the two components never vanish in the same direction.

### Why $\kappa$ and $-\kappa$ have the same density

The cancellation in (4) follows from the properties of the matrix
$$\boldsymbol\sigma\cdot\mathbf n=\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\phi}\\ \sin\theta\,e^{i\phi}&-\cos\theta\end{pmatrix}.$$
Three properties are needed.

First, it is Hermitian, and (1) with $\mathbf A=\mathbf B=\mathbf n$ gives $(\boldsymbol\sigma\cdot\mathbf n)^2=1$. It is therefore a unitary $2\times2$ matrix separately in every direction $\mathbf n$.

Second, it commutes with $\mathbf J$. Since $[L_i,r_j]=i\epsilon_{ijk}r_k$ and $\mathbf L$ commutes with $r$, we have $[L_i,n_j]=i\epsilon_{ijk}n_k$, so $[L_i,\sigma_jn_j]=i\epsilon_{ijk}\sigma_jn_k$. From $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$ we have $[\frac12\sigma_i,\sigma_jn_j]=i\epsilon_{ijk}\sigma_kn_j$, and exchanging the dummy names $j$ and $k$ turns this into $-i\epsilon_{ijk}\sigma_jn_k$. The two terms cancel.

Third, it anticommutes with $K$. The product $\mathbf n\cdot\mathbf L=\epsilon_{ijk}n_ir_jp_k$ vanishes because $n_ir_j$ is symmetric in $i,j$, and $\mathbf L\cdot\mathbf n=\mathbf n\cdot\mathbf L$ because $[L_i,n_i]=0$ for equal indices. Equation (1) then gives
$$(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf L)+(\boldsymbol\sigma\cdot\mathbf L)(\boldsymbol\sigma\cdot\mathbf n)=i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf L+\mathbf L\times\mathbf n).$$
For commuting vectors the bracket would vanish, but here it does not. Its $k$ component is $\epsilon_{kij}n_iL_j+\epsilon_{kij}L_in_j$. Renaming $i\leftrightarrow j$ in the second term makes it $-\epsilon_{kij}L_jn_i$, so the sum is
$$-\epsilon_{kij}[L_j,n_i]=-i\,\epsilon_{kij}\epsilon_{jil}\,n_l=+i\,\epsilon_{kij}\epsilon_{lij}\,n_l=2i\,n_k ,$$
using $\epsilon_{jil}=-\epsilon_{lij}$ and $\epsilon_{kij}\epsilon_{lij}=2\delta_{kl}$. The anticommutator of $\boldsymbol\sigma\cdot\mathbf n$ with $\boldsymbol\sigma\cdot\mathbf L$ is thus $i\cdot2i\,\boldsymbol\sigma\cdot\mathbf n=-2\,\boldsymbol\sigma\cdot\mathbf n$. Its anticommutator with the unit operator is $+2\,\boldsymbol\sigma\cdot\mathbf n$. Adding the two,
$$K\,(\boldsymbol\sigma\cdot\mathbf n)=-(\boldsymbol\sigma\cdot\mathbf n)\,K .$$

Consider now $\Phi=(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}$. By the second and third properties, $J_z\Phi=m\Phi$ and $K\Phi=-\kappa\Phi$. These two eigenvalues fix $\Phi$ up to a factor. Equation (1) with $\mathbf L\times\mathbf L=i\mathbf L$ gives $(\boldsymbol\sigma\cdot\mathbf L)^2=L^2-\boldsymbol\sigma\cdot\mathbf L$, hence $K^2=L^2+\boldsymbol\sigma\cdot\mathbf L+1=L^2-K$, that is $L^2=K(K+1)$. So the eigenvalue of $K$ determines $l$. Given $l$ and $m$, the space is the one of equation (2), where the two eigenvalues are different and each has one eigenvector. Therefore
$$(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}=\eta\,\Omega_{-\kappa,m},\qquad|\eta|=1,\tag{5}$$
where $|\eta|=1$ because a unitary operator preserves the norm. With the signs of (3), $\eta=-1$; this is visible in (4) for $j=\frac12$ and is confirmed for $|\kappa|\le4$ in the numerical check below. Only $|\eta|$ matters for the density:
$$W_{-\kappa,m}=\Omega_{\kappa m}^\dagger(\boldsymbol\sigma\cdot\mathbf n)^2\,\Omega_{\kappa m}=W_{\kappa m}.$$
At each point the operator turns the spinor without changing its length. It reverses the parity, since $\mathbf n$ is odd, and takes $l=j-\frac12$ into $l=j+\frac12$ and back, but the density does not record the change. The state $p_{1/2}$ is the image of $s_{1/2}$, whose density is $|Y_{00}|^2$.

### Why $m$ and $-m$ have the same density

Since $\kappa$ and $-\kappa$ are equivalent, use the negative one, which has the smaller $l=j-\frac12$. Then $p=j+m$, $q=j-m$, $2l+1=2j$, and (3a) gives
$$W_{jm}=\frac{(j+m)\,|Y_{l,m-1/2}|^2+(j-m)\,|Y_{l,m+1/2}|^2}{2j},\qquad l=j-\tfrac12.\tag{6}$$
Replace $m$ by $-m$. The first term becomes $(j-m)|Y_{l,-(m+1/2)}|^2$ and the second $(j+m)|Y_{l,-(m-1/2)}|^2$. Because $|Y_{l,-\mu}|=|Y_{l\mu}|$, the two terms have only changed places. So $W$ depends on $j$ and $|m|$ alone, and it does not depend on $\phi$, since no $|Y_{l\mu}|^2$ does.

A check on (6) is the sum over $m$. The harmonic $Y_{l\mu}$ occurs as the upper component of $m=\mu+\frac12$ with weight $(j+\mu+\frac12)/2j$ and as the lower component of $m=\mu-\frac12$ with weight $(j-\mu+\frac12)/2j$, together $(2j+1)/2j$. Unsöld's theorem $\sum_\mu|Y_{l\mu}|^2=(2l+1)/4\pi=2j/4\pi$ then gives $\sum_mW_{jm}=(2j+1)/4\pi$. Every filled $j$ subshell is spherical. For $j=\frac12$ the sum has only two terms, and they are equal, so each must be $1/4\pi$ by itself. Your suspicion of an average is therefore unfounded: the average is spherical for every $j$, but for $j=\frac12$ each member already is. In an independent-electron picture a hole in a filled shell has the density of the filled shell minus that of one electron, so a $2p_{1/2}$ hole is spherical too.

### The case $j=3/2$

With $l=1$ in (6) and $P_2=\frac12(3\cos^2\theta-1)$:
$$W_{3/2,1/2}=\tfrac23|Y_{10}|^2+\tfrac13|Y_{11}|^2=\frac{4\cos^2\theta+\sin^2\theta}{8\pi}=\frac{1+3\cos^2\theta}{8\pi}=\frac{1+P_2}{4\pi},$$
$$W_{3/2,3/2}=|Y_{11}|^2=\frac{3\sin^2\theta}{8\pi}=\frac{1-P_2}{4\pi}.$$
The last steps use $1+P_2=\frac12(1+3\cos^2\theta)$ and $1-P_2=\frac32\sin^2\theta$. All the shapes met so far have the form
$$W=\frac{1+\beta P_2}{4\pi},$$
with $\beta=0$ for $p_{1/2}$, $\beta=+1$ and $-1$ for $j=\frac32$, and $\beta=2$ for $p_z$, since $3\cos^2\theta=1+2P_2$. No spinor harmonic of the p shell is a pure dumbbell.

The claim about $d_{3/2}$ can be seen directly. For $\kappa=2$, $l=2$, $m=\frac32$ we have $p=4$, $q=1$. With $|Y_{21}|^2=\frac{15}{8\pi}\sin^2\theta\cos^2\theta$ and $|Y_{22}|^2=\frac{15}{32\pi}\sin^4\theta$, equation (3b) gives
$$\tfrac15|Y_{21}|^2+\tfrac45|Y_{22}|^2=\frac{3}{8\pi}\sin^2\theta\,(\cos^2\theta+\sin^2\theta)=\frac{3\sin^2\theta}{8\pi},$$
the same as $p_{3/2}$.

For a density of this form, a single number that measures the departure from a sphere is $Q=\langle3z^2-r^2\rangle=\langle r^2\rangle\int W\,2P_2\,d\Omega$. With $x=\cos\theta$, $\int_{-1}^1P_2\,dx=0$ and $\int_{-1}^1P_2^2\,dx=\frac14(\frac{18}5-4+2)=\frac25$, so $\int P_2^2\,d\Omega=4\pi/5$ and
$$Q=\tfrac25\,\beta\,\langle r^2\rangle.\tag{7}$$

The spin-summed angular density of a state with definite $\kappa$ and $m$ depends only on $j$ and $|m|$, so each $p_{1/2}$ state is spherical by itself, and $p_{3/2}$ and $d_{3/2}$ have the same shape at the same $|m|$. What remains is to treat superpositions and the spin density, find when the statement fails and the dumbbell returns, and work through a numerical model of an osmium 2p electron.
